# Charging energy and gate-voltage peak spacing of a metallic island

## Question

I have a small metallic island between a source and a drain, with a gate beside it. The total capacitance is 2 aF and the gate capacitance is 1 aF. I have to find the charging energy and the spacing of the conductance peaks in gate voltage.

I am stuck on three things. Is the charging energy \(e^2/C\) or \(e^2/2C\)? For the peak spacing, I would take the energy needed for one more electron and divide it by \(e\), but then the gate capacitance never enters, so why is it given? And does temperature change the spacing?

## Answer

Let \(C_s\), \(C_d\) and \(C_g\) be the capacitances from the island to source, drain and gate. I read "total" as including the gate:

\[
C=C_s+C_d+C_g=2\ \text{aF},\qquad C_g=1\ \text{aF}.
\]

Take \(e>0\), and let \(n\) be the number of excess electrons on the island. Fixed charges nearby may act like an extra island charge \(q_0\), which need not be a multiple of \(e\). The capacitances are constant, and the island is a metal whose energy levels lie so close together that their spacing can be ignored at first. Source and drain are at 0 V, apart from a tiny bias used to measure the conductance.

### The energy of the island

The island charge \(q_0-ne\) equals the sum of the charges on its capacitor plates. If the island potential is \(\phi\),

\[
q_0-ne=(C_s+C_d)\phi+C_g(\phi-V_g)=C\phi-C_gV_g ,
\]

and therefore

\[
\phi=\frac{q_0-ne+C_gV_g}{C}.
\]

The gate voltage is held fixed by a supply, which does work whenever charge flows onto the gate. The energy that decides which \(n\) is favoured is thus the stored energy minus the work of the supply. The gate plate carries the charge \(C_g(V_g-\phi)\), so

\[
F=\tfrac12(C-C_g)\phi^2+\tfrac12C_g(V_g-\phi)^2-V_gC_g(V_g-\phi).
\]

The source and drain supplies are at 0 V and do no work. Expanding the square and the last product gives

\[
F=\tfrac12(C-C_g)\phi^2+\tfrac12C_gV_g^2-C_gV_g\phi+\tfrac12C_g\phi^2-C_gV_g^2+C_gV_g\phi .
\]

The terms linear in \(\phi\) cancel, and the \(\phi^2\) terms add up to \(\tfrac12C\phi^2\):

\[
F=\tfrac12C\phi^2-\tfrac12C_gV_g^2 .
\]

The last term is the same for every \(n\), so it plays no part in comparing charge states. Inserting \(\phi\),

\[
F(n)=\frac{(q_0-ne+C_gV_g)^2}{2C}+\text{a term independent of }n .
\]

### The charging energy

Start with a neutral island, \(n=0\), with \(q_0=0\) and \(V_g=0\). The first extra electron costs

\[
E_C=F(1)-F(0)=\frac{e^2}{2C}.
\]

The factor \(\tfrac12\) arises because the island potential changes while the charge is added. It starts at zero and ends at \(-e/C\), so its average is \(-e/2C\), and the energy is the charge \(-e\) times that average.

The number follows most easily by dividing by \(e\), which turns joules into electronvolts:

\[
\frac{E_C}{e}=\frac{e}{2C}=\frac{1.6022\times10^{-19}\ \text{C}}{2\times2\times10^{-18}\ \text{F}}=0.0401\ \text{V}.
\]

The charging energy is therefore **40 meV**, or \(6.4\times10^{-21}\) J.

Your other candidate, \(e^2/C=80\) meV, also has a meaning. To see it, write \(y=q_0-ne+C_gV_g\). Adding an electron changes \(y\) to \(y-e\), so the cost of going from \(n\) to \(n+1\) is

\[
\mu(n)=\frac{(y-e)^2-y^2}{2C}=\frac{e^2-2ey}{2C}
=\frac{e^2}{C}\left(n+\tfrac12\right)-\frac{e(q_0+C_gV_g)}{C}.
\]

At fixed gate voltage, each further electron costs more than the previous one by

\[
\mu(n+1)-\mu(n)=\frac{e^2}{C}=2E_C .
\]

I call this the addition energy. Some authors use the name "charging energy" for it, so state your definition next to your answer.

### The peak spacing

At low temperature and small bias, an electron can pass through the island one junction at a time if \(n\) and \(n+1\) have the same energy. Otherwise one of the two steps costs energy that neither the bias nor the heat can readily supply. The peaks therefore lie at \(\mu(n)=0\):

\[
\frac{e^2}{C}\left(n+\tfrac12\right)=\frac{e(q_0+C_gV_g)}{C}.
\]

Multiplying by \(C/e\) removes the total capacitance, and solving for the gate voltage gives

\[
V_g^{(n)}=\frac{e}{C_g}\left(n+\tfrac12\right)-\frac{q_0}{C_g}.
\]

Neighbouring peaks differ by one in \(n\), so

\[
\Delta V_g=\frac{e}{C_g}=\frac{1.6022\times10^{-19}\ \text{C}}{1\times10^{-18}\ \text{F}}=0.160\ \text{V}.
\]

The peak spacing is **160 mV**. With \(q_0=0\), the first three peaks for positive gate voltage are at 80.1, 240.3 and 400.5 mV.

Your attempt, \(e^2/C\) divided by \(e\), gives 80.1 mV. It would be right if the island potential followed the gate volt for volt. But at fixed \(n\), the expression for \(\phi\) gives

\[
\frac{\partial\phi}{\partial V_g}=\frac{C_g}{C}=0.50 ,
\]

which is called the lever arm. The gate must lower the electron energy on the island by the addition energy before the next electron can enter:

\[
e\,\frac{C_g}{C}\,\Delta V_g=\frac{e^2}{C}\quad\Longrightarrow\quad\Delta V_g=\frac{e}{C_g}.
\]

Here half of each gate millivolt reaches the island, so 80 meV of addition energy requires 160 mV on the gate.

Two limits show the roles of the capacitances. If \(C_g\) approaches \(C\), the lever arm approaches one and the spacing falls to \(e/C\). If the gate is weakly coupled, \(C_g\ll C\), the spacing becomes large although \(E_C\) stays the same for fixed \(C\). For example, lowering \(C_g\) to 0.5 aF while keeping \(C=2\) aF doubles the spacing to 320 mV.

The offset charge moves all peaks together. With \(q_0=+0.3e\), they shift by \(-0.3e/C_g=-48\) mV, and their spacing is unchanged.

### What temperature does

Replace \(V_g\) by \(V_g+e/C_g\) and \(n\) by \(n+1\). The combination \(q_0-ne+C_gV_g\) does not change, so every energy difference between charge states is the same as before. All tunnelling rates then repeat too, and the conductance has the period \(e/C_g\) at any temperature within this model. What temperature changes is the width of the peaks and their contrast with the valleys. While \(kT\ll E_C\), the line shape derived below gives a height that does not depend on temperature and a full width at half maximum of \(4.35\,kT\,C/(eC_g)\), which is 58 mV at 77 K. The height begins to rise only when more than two charge states take part.

To see how much, we need the tunnelling rate through a junction of resistance \(R\). Suppose the step costs an energy \(\Delta\). An electron of energy \(\varepsilon\) in the lead needs an empty island state at \(\varepsilon-\Delta\), measured from the island's own Fermi level. With the Fermi function \(f(\varepsilon)=1/(e^{\varepsilon/kT}+1)\), direct substitution shows that

\[
f(\varepsilon)\,[1-f(\varepsilon-\Delta)]=\frac{f(\varepsilon-\Delta)-f(\varepsilon)}{e^{\Delta/kT}-1}.
\]

The integral of \(f(\varepsilon-\Delta)-f(\varepsilon)\) over energy is \(\Delta\), since it compares two steps displaced by \(\Delta\). For constant densities of states and tunnelling strength, the rate is therefore

\[
\Gamma(\Delta)=\frac{1}{e^2R}\,\frac{\Delta}{e^{\Delta/kT}-1}.
\]

The prefactor is fixed by Ohm's law: for a single junction without charging, \(e[\Gamma(-eV)-\Gamma(eV)]=V/R\).

Now take two equal junctions, each of resistance \(R\), with \(C_s=C_d\) and bias voltages \(\pm V/2\). Near a peak, at low temperature, only \(n\) and \(n+1\) matter. Let \(x=\mu/kT\). At zero bias their probabilities are

\[
p_n=\frac{1}{1+e^{-x}},\qquad p_{n+1}=e^{-x}p_n .
\]

Reversing the bias merely exchanges the two equal junctions, so these probabilities have no change linear in \(V\). An electron from the source, at \(+V/2\), pays \(\Delta=\mu+eV/2\). The rate formula also gives \(\Gamma(-\Delta)=e^{\Delta/kT}\Gamma(\Delta)\). The net electron flow from source to island is then

\[
p_n\Gamma(\Delta)-p_{n+1}\Gamma(-\Delta)
=p_n\Gamma(\Delta)\left[1-e^{eV/2kT}\right]\approx-\,p_n\Gamma(\mu)\frac{eV}{2kT}.
\]

The minus sign says that electrons flow towards the positive source. The conventional current is \(e\) times the magnitude of this flow, and so

\[
G=\frac{e^2p_n\Gamma(\mu)}{2kT}=\frac{1}{2R}\,\frac{x}{(e^x-1)(1+e^{-x})}=\frac{1}{4R}\,\frac{x}{\sinh x},
\]

because \((e^x-1)(1+e^{-x})=e^x-e^{-x}=2\sinh x\).

At the peak, \(x\to0\) and \(G=1/(4R)\). With \(R=1\) MΩ this is 0.25 µS. Midway between peaks, the costs of adding and of removing an electron are both \(E_C\). The two processes contribute equally, so at low temperature

\[
\frac{G_{\text{valley}}}{G_{\text{peak}}}\approx\frac{2x_C}{\sinh x_C},\qquad x_C=\frac{E_C}{kT}.
\]

At 77 K, \(kT=6.64\) meV and \(x_C=6.04\). Since \(\sinh6.04\approx210\), the ratio is \(12.08/210\approx0.058\), and the peaks stand out clearly.

At 300 K, \(kT=25.85\) meV and \(x_C=1.55\). Several charge states are now occupied, so the two-state formula no longer applies. Solving the rate equation numerically with many charge states, for the same junctions, gives a valley-to-peak ratio of 0.966. The spacing is still 160.2 mV, but the conductance dips by only about 3% between peaks. To recover the 77 K contrast at 300 K, with the junctions still equal, \(E_C/kT\) must return to 6.04. That requires \(C\approx2\times77/300\approx0.5\) aF.

### How this compares with a real island

A tungsten grain of roughly 3 nm radius in silicon dioxide shows what size of island these capacitances imply. With a relative permittivity of about 3.9, an isolated sphere of this size has a capacitance of 1.30 aF. A grounded shell 5 nm away would multiply this by \(1+3/5\), giving about 2.1 aF, so the stated total is plausible for a grain this small. It is far below the total for usual lithographic metal islands, which is roughly hundreds of attofarads and calls for much lower temperatures. A gate share of one half is also high for a metal island with thin tunnel gaps, where the junctions usually dominate. A smaller share at the same \(C\) would widen the spacing, as the 0.5 aF case shows.

The assumption of a continuous spectrum is not strictly true for such a grain. With about 63 atoms per nm³ and 0.4 states per eV per atom, both rough values, it has about 7100 atoms and a mean level spacing \(\delta\approx2/(0.4\times7100)\) eV, or 0.7 meV. The 2 counts the two spin states of each level. If the next electron must enter a new level, its cost rises by \(\delta\). Take the levels as equally spaced; in a real grain they scatter about the mean. For \(kT\ll\delta\), around 1 K and below, every second peak spacing, where a new level begins to fill, then grows by nearly \(\delta C/(eC_g)\approx1.4\) mV, about 1% of 160 mV. In this regime the individual spacings do depend on temperature. The two spin choices of an odd electron move about \(kT\ln2\,C/(eC_g)\), or 0.12 mV at 1 K, from the widened spacings to the others. Once \(kT\) reaches \(\delta\), near 8 K, the alternation is gone and every spacing is larger than \(e/C_g\) by half the amount, 0.7 mV.

### Where the simple picture fails

The electron number must also be well defined. The two junctions discharge the island in parallel, through 0.5 MΩ, which gives an energy broadening of order \(\hbar/(0.5\ \text{M}\Omega\times2\ \text{aF})=0.66\) meV. This is small beside 40 meV. More generally, \(R\) must be well above \(h/e^2=25.8\) kΩ; here \(h/(e^2R)=0.026\). That ratio sets the scale of processes in which electrons cross both junctions together. The rate equation leaves them out, so the valley ratios above describe one-at-a-time tunnelling only. The standard low-temperature estimate for the valley, \(\pi\hbar(kT)^2(2/E_C)^2/(3e^2R^2)\), adds a few per cent at 77 K for \(R=1\) MΩ. Near 40 K it equals the one-at-a-time valley conductance, and below that it dominates.

Finally, the oxide must withstand the voltages. At the third peak, the gate-to-island voltage reaches 441 mV. For concentric spheres with inner radius \(a\) and gap \(d\), the field at the inner surface is \(V(1/a+1/d)\). With \(a=3\) nm and \(d=5\) nm this gives 2.3 MV/cm, below a rough oxide breakdown field of 10 MV/cm. The same estimate for a 1.5 nm tunnel gap with 40 mV across it gives 0.4 MV/cm.

The 1 MΩ used above is an illustrative value and does not describe a 1.5 nm oxide gap. A 0.5 aF junction with this gap has an area of about 20 nm². For a rectangular barrier of 3 to 4 eV and an electron mass in the oxide of about 0.42 free-electron masses, a simple tunnelling estimate gives roughly 10 to 200 GΩ. The result depends steeply on the mass assumed; take 10 GΩ or more. The peak positions would stay the same, but at 1 mV bias the current would be below 0.1 pA. A junction of 1 MΩ on so small a grain needs a thinner or lower barrier.

## Table of computed values

```
total capacitance C = 2.0 aF
gate capacitance Cg = 1.0 aF
source and drain capacitance, each = 0.5 aF
elementary charge = 1.6022e-19 C
charging energy e^2/(2C) = 40.05 meV
charging energy, converted = 6.417e-21 J
addition energy e^2/C = 80.11 meV
gate peak spacing e/Cg = 160.2 mV
gate peak spacing, converted = 0.1602 V
lever arm Cg/C = 0.50
wrong spacing e/C (lever arm forgotten) = 80.1 mV
degeneracy gate voltages = 80.1, 240.3, 400.5 mV
conductance peaks at 77 K = 80.1, 240.3, 400.5 mV
peak spacing from rate equation, 77 K = 160.2 mV
peak spacing from rate equation, 300 K = 160.2 mV
peak shift for offset charge +0.3 e = -48.1 mV
peak spacing with Cg = 0.5 aF = 320.4 mV
thermal energy kT at 77 K = 6.64 meV
E_C/kT at 77 K = 6.04
peak conductance at 77 K = 0.250 uS
valley/peak conductance at 77 K = 0.058
thermal energy kT at 300 K = 25.85 meV
E_C/kT at 300 K = 1.55
peak conductance at 300 K = 0.309 uS
valley/peak conductance at 300 K = 0.966
tunnel resistance, each junction = 1.0 Mohm
h/e^2 = 25.8 kohm
(h/e^2)/(tunnel resistance) = 0.026
lifetime broadening hbar/(RC), R = both in parallel = 0.66 meV
rough grain radius = 3.0 nm
rough oxide relative permittivity = 3.9
isolated sphere capacitance in oxide = 1.30 aF
rough W atomic density = 63 per nm^3
rough W density of states = 0.4 per eV per atom (both spins)
atoms in grain = 7125
level spacing in grain = 0.70 meV
largest change of peak spacing by levels = 1.4 mV
rough tunnel gap = 1.5 nm; rough gate gap = 5.0 nm
largest island potential at a peak = 40.1 mV
largest gate-island voltage, third peak = 440.6 mV
oxide field on gate side = 2.3 MV/cm
oxide field in tunnel gap = 0.4 MV/cm
```
